**Invariants of a Kramers doublet's g matrix from its magnetic-moment matrices**

For $m_i=\frac12\sum_jg_{ij}\sigma_j$, where $-\mu_Bm_i$ is the magnetic moment and $\sigma_j$ are Pauli matrices, the basis-independent content of $g$ is $G=gg^T$ and the sign of $\det g$. The program computes $G_{ij}=2\,\mathrm{Tr}(m_im_j)$ and $\det g=4\,\mathrm{Im}\,\mathrm{Tr}(m_xm_ym_z)$ for a strained narrow-gap conduction-band edge. It asserts that both are unchanged in 20 random Kramers bases, and that matrices with equal invariants are connected by a basis change, including singular examples. A numerical search over rotations confirms the least distance between $g$ and its sign-reversed partner. Landau levels of an eight-band Hamiltonian independently reproduce $G$, and the spins of the lowest levels reproduce the determinant's sign. Time evolution confirms that reversing this sign at fixed $G$ reverses the precession. The output shows a trace of $g$ that changes from −142.1 to −80.0 between two bases, while $\det g$ is about $-1.05\times10^5$; a control with a 3 eV gap has a positive determinant.

## Numerical check

```python
"""
Result under test: for a Kramers doublet with moment matrices
    m_i = (1/2) sum_j g_ij sigma_j,   H = mu_B sum_i B_i m_i,
a change of Kramers basis sends g to g R with R a proper rotation. The complete
set of invariants is G = g g^T and sign(det g), obtained from
    G_ij = 2 Tr(m_i m_j),   det g = 4 Im Tr(m_x m_y m_z).
Symbols: sigma = Pauli matrices, mu_B = Bohr magneton, B = magnetic field,
physical moment = -mu_B m. Example: s-like conduction band coupled to six
strained p-like valence states; gap, spin-orbit splitting delta and momentum
energy ep in eV; conduction edge at zero energy; lengths in nm.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import minimize
from scipy.spatial.transform import Rotation

rng = np.random.default_rng(7)
mu_b = const.physical_constants["Bohr magneton in eV/T"][0]
g_free = abs(const.physical_constants["electron g factor"][0])
kinetic = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # eV nm^2
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)
eps = np.zeros((3, 3, 3))
for a, b, c in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    eps[a, b, c], eps[b, a, c] = 1, -1
l_dot_sigma = sum(np.kron(-1j * eps[c], sigma[c]) for c in range(3))

gap, delta, ep = 0.24, 0.80, 23.0
wide_gap = 3.0
strain_tensor = np.array([[20, 10, 0], [10, 0, 5], [0, 5, -20]]) * 1e-3
field, temperature = 1.0, 4.0


def valence(gap_value, strain):
    return ((-gap_value - delta / 3) * np.eye(6) + delta / 3 * l_dot_sigma
            + np.kron(strain, np.eye(2)))


def orbital_moments(h_other, momentum_energy):
    """Orbital part of m from virtual transitions to p-like states."""
    res = np.linalg.inv(-h_other).reshape(3, 2, 3, 2)
    return -0.5j * momentum_energy * np.einsum("abc,asbt->cst", eps, res)


def band_moments(gap_value, strain):
    return g_free * sigma / 2 + orbital_moments(valence(gap_value, strain), ep)


def g_matrix(m):
    return np.einsum("ist,jts->ij", m, sigma).real


def gram_from_moments(m):
    return 2 * np.einsum("ist,jts->ij", m, m).real


def det_from_moments(m):
    return 4 * np.trace(m[0] @ m[1] @ m[2]).imag


def change_basis(m, u):
    return np.array([u.conj().T @ x @ u for x in m])


def kramers_basis(first):
    """Columns: a normalized spinor and its time-reversed partner."""
    p, q = first
    return np.array([[p, -np.conj(q)], [q, np.conj(p)]])


def landau(gap_value, strain, direction, b_field, levels=20):
    """Eight-band levels in a field, zero wave vector along the field.
    Returns conduction energies and the lowest state's spin along the field.
    One extra valence oscillator level keeps k_a k_b exact in the s block."""
    n_axis = np.asarray(direction, float) / np.linalg.norm(direction)
    trial = np.eye(3)[np.argmin(abs(n_axis))]
    e1 = np.cross(trial, n_axis)
    e1 /= np.linalg.norm(e1)
    e2 = np.cross(n_axis, e1)
    inv_len = np.sqrt(const.e * b_field / const.hbar) * 1e-9
    low = np.diag(np.sqrt(np.arange(1, levels + 1)), 1).astype(complex)
    k1 = (low + low.conj().T) / np.sqrt(2) * inv_len
    k2 = -(low - low.conj().T) / (1j * np.sqrt(2)) * inv_len
    spin = np.einsum("i,ist->st", n_axis, sigma)
    k_sq = np.diag((2 * np.arange(levels) + 1) * inv_len**2)
    h_s = (np.kron(np.eye(2), kinetic * k_sq)
           + 0.5 * g_free * mu_b * b_field * np.kron(spin, np.eye(levels)))
    h_v = np.kron(valence(gap_value, strain), np.eye(levels + 1))
    couple = 0
    for a in range(3):
        k_a = (e1[a] * k1 + e2[a] * k2)[:levels]
        couple = couple + 1j * np.sqrt(kinetic * ep) * np.kron(
            np.kron(np.eye(3)[a:a + 1], np.eye(2)), k_a)
    energy, vec = np.linalg.eigh(np.block([[h_s, couple],
                                          [couple.conj().T, h_v]]))
    start = np.searchsorted(energy, -gap_value / 2)
    s_part = vec[:2 * levels, start]
    spin_value = (s_part.conj() @ np.kron(spin, np.eye(levels)) @ s_part).real
    return energy[start:], spin_value


def g_from_levels(gap_value, strain, direction, b_small=0.02):
    """Zero-field limit of the level splitting over mu_B B."""
    ratios = []
    for b_value in (b_small, 2 * b_small):
        e, _ = landau(gap_value, strain, direction, b_value)
        ratios.append((e[1] - e[0]) / (mu_b * b_value))
    return 2 * ratios[0] - ratios[1]


# --- unstrained limit against the closed formula
g_closed = g_free - 2 * ep * delta / (3 * gap * (gap + delta))
g_unstrained = g_matrix(band_moments(gap, np.zeros((3, 3))))
assert np.allclose(g_unstrained, g_closed * np.eye(3), atol=1e-9)

# --- moments of the example: time-reversal odd, trace formulas, invariance
moments = band_moments(gap, strain_tensor)
for m_i in moments:
    assert np.allclose(m_i, m_i.conj().T, atol=1e-10)
    assert np.allclose(sigma[1] @ m_i.conj() @ sigma[1], -m_i, atol=1e-10)
g_spin = g_matrix(moments)
gram, det_g = gram_from_moments(moments), det_from_moments(moments)
for _ in range(20):
    spinor = rng.normal(size=2) + 1j * rng.normal(size=2)
    u = kramers_basis(spinor / np.linalg.norm(spinor))
    g_new = g_matrix(change_basis(moments, u))
    assert np.allclose(g_new @ g_new.T, gram, rtol=1e-9, atol=1e-8)
    assert np.isclose(np.linalg.det(g_new), det_g, rtol=1e-9)
    rot = 0.5 * np.einsum("jst,kts->jk", change_basis(sigma, u), sigma).real
    assert np.allclose(g_new, g_spin @ rot, atol=1e-8)
    assert np.isclose(np.linalg.det(rot), 1)
theta, phi = np.radians(70), np.radians(40)
u_tilt = kramers_basis((np.cos(theta / 2),
                        np.exp(1j * phi) * np.sin(theta / 2)))
moments_tilt = change_basis(moments, u_tilt)
g_tilt = g_matrix(moments_tilt)
assert abs(np.trace(g_tilt) - np.trace(g_spin)) > 1


# --- completeness: equal G and equal sign imply a connecting Kramers basis
def orthogonal_factor(g):
    w, s, vt = np.linalg.svd(g)
    flip = np.eye(3)
    if s[2] < 1e-10 * s[0] and np.linalg.det(w @ vt) < 0:
        flip[2, 2] = -1
    return w @ flip @ vt


def connect(g_old, g_target):
    rot = orthogonal_factor(g_old).T @ orthogonal_factor(g_target)
    assert np.isclose(np.linalg.det(rot), 1)
    vector = Rotation.from_matrix(rot).as_rotvec()
    u = expm(-0.5j * np.einsum("i,ist->st", vector, sigma))
    m_old = 0.5 * np.einsum("ij,jst->ist", g_old, sigma)
    return g_matrix(change_basis(m_old, u))


triangular = np.sign(det_g) * np.linalg.cholesky(gram)
assert np.allclose(connect(g_spin, triangular), triangular, atol=1e-7)
for rank in (1, 2):
    g_sing = rng.normal(size=(3, rank)) @ rng.normal(size=(rank, 3))
    v = rng.normal(size=3)
    v /= np.linalg.norm(v)
    mirrored = g_sing @ (np.eye(3) - 2 * np.outer(v, v))
    assert np.allclose(connect(g_sing, mirrored), mirrored, atol=1e-7)

# --- opposite signs cannot be joined: search over all proper rotations
singular = np.linalg.svd(g_spin, compute_uv=False)
g_scaled = g_spin / singular[0]


def mismatch(vector):
    rot = Rotation.from_rotvec(vector).as_matrix()
    return np.sum((g_scaled @ rot + g_scaled)**2)


best = min(minimize(mismatch, rng.normal(size=3) * 1.5).fun for _ in range(12))
distance = np.sqrt(best) * singular[0]
assert np.isclose(distance, 2 * singular[2], rtol=1e-4)


# --- G from Landau-level splittings, sign from spins of lowest levels
def gram_from_levels(gap_value):
    out = np.zeros((3, 3))
    for i in range(3):
        out[i, i] = g_from_levels(gap_value, strain_tensor, np.eye(3)[i])**2
    for i, j in ((0, 1), (1, 2), (0, 2)):
        g_dir = g_from_levels(gap_value, strain_tensor,
                              np.eye(3)[i] + np.eye(3)[j])
        out[i, j] = out[j, i] = g_dir**2 - (out[i, i] + out[j, j]) / 2
    return out


def sign_from_levels(gap_value, axes):
    spins = [landau(gap_value, strain_tensor, axis, 0.02)[1] for axis in axes.T]
    return np.prod([-np.sign(s) for s in spins])


moments_wide = band_moments(wide_gap, strain_tensor)
level_grams = []
for gap_value, m in ((gap, moments), (wide_gap, moments_wide)):
    g2 = gram_from_moments(m)
    measured = gram_from_levels(gap_value)
    level_grams.append(measured)
    assert np.max(abs(measured - g2)) < 1e-4 * np.trace(g2)
    principal_axes = np.linalg.eigh(g2)[1]
    assert sign_from_levels(gap_value, principal_axes) == np.sign(
        det_from_moments(m))
det_wide = det_from_moments(moments_wide)
assert det_g < 0 < det_wide

# --- precession: hbar = mu_B = 1, unit field, derivative from time evolution
b_unit = np.array([0.3, -0.5, 0.8])
b_unit /= np.linalg.norm(b_unit)
state = np.array([0.8, 0.6 * np.exp(0.7j)])
partner = kramers_basis(state)[:, 1]


def moment_and_rate(m, psi, step=1e-5):
    h = np.einsum("i,ist->st", b_unit, m)

    def mean(t):
        phi_t = expm(-1j * h * t) @ psi
        return np.array([(phi_t.conj() @ x @ phi_t).real for x in m])
    return mean(0), (mean(step) - mean(-step)) / (2 * step)


rates = []
for m, psi in ((moments, state), (-moments, partner)):
    mean_m, rate = moment_and_rate(m, psi)
    g2 = gram_from_moments(m)
    formula = g2 @ np.cross(g2 @ b_unit, mean_m) / det_from_moments(m)
    assert np.linalg.norm(rate - formula) < 1e-5 * np.linalg.norm(rate)
    rates.append((mean_m, rate))
assert np.allclose(rates[0][0], rates[1][0], atol=1e-9)
assert np.allclose(rates[0][1], -rates[1][1],
                   atol=1e-6 * np.linalg.norm(rates[0][1]))

# --- example numbers and sizes of neglected effects
z_axis = np.array([0, 0, 1.0])
g_along_z = np.sqrt(gram[2, 2])
split_linear = mu_b * field * g_along_z
levels_z, _ = landau(gap, strain_tensor, z_axis, field)
levels_check, _ = landau(gap, strain_tensor, z_axis, field, levels=26)
assert np.allclose(levels_z[:4], levels_check[:4], atol=1e-9)
split_full = levels_z[1] - levels_z[0]
cyclotron = (levels_z[2] + levels_z[3] - levels_z[0] - levels_z[1]) / 2
mass = 2 * mu_b * field / cyclotron
thermal = const.k * temperature / const.e
mag_length = np.sqrt(const.hbar / (const.e * field)) * 1e9

remote_edge, remote_so, remote_ep = 3.1, 0.4, 7.0
h_remote = ((remote_edge + 2 * remote_so / 3) * np.eye(6)
            + remote_so / 3 * l_dot_sigma)
g_remote = g_matrix(orbital_moments(h_remote, remote_ep))[2, 2]
cubic_coeff, linear_coeff, shear_potential = 0.5, 1.0, 2.0
strain_eigs = np.linalg.eigvalsh(strain_tensor)
strain_size = (strain_eigs[-1] - strain_eigs[0]) / (3 * shear_potential)
cubic_energy = cubic_coeff / mag_length**3
linear_energy = linear_coeff * strain_size / mag_length
second_order = (cubic_energy + linear_energy)**2 / cyclotron
density = 1e14
k_fermi = 2 * np.pi**2 * mag_length**2 * density * 1e-21
fermi = kinetic * k_fermi**2 / mass
warm_gap = 0.17
g_warm = np.sqrt(gram_from_moments(band_moments(warm_gap,
                                                strain_tensor))[2, 2])


def rows(label, matrix, digits=3):
    for name, row in zip("xyz", matrix):
        print(f"{label}, row {name} (no unit):",
              "  ".join(f"{x + 0.0:.{digits}f}" for x in row))


print(f"Gap, spin-orbit splitting, E_P (eV): {gap}, {delta}, {ep}")
rows("Valence strain tensor in meV / 1 meV", strain_tensor * 1e3, 1)
print(f"Unstrained g (no unit): {g_closed:.3f}")
rows("g, spin basis", g_spin)
print("Tilted basis angles theta, phi (deg):",
      f"{np.degrees(theta):.0f}, {np.degrees(phi):.0f}")
rows("g, tilted basis", g_tilt)
print("Trace g, spin and tilted basis (no unit):",
      f"{np.trace(g_spin):.3f}, {np.trace(g_tilt):.3f}")
for name, m_i in zip("xyz", moments_tilt):
    print(f"m_{name} tilted, elements 11 and 12 (no unit):",
          f"{m_i[0, 0].real:.4f}, {m_i[0, 1]:.4f}")
rows("G from traces", gram, 2)
rows("G from Landau levels", level_grams[0], 2)
triple = np.trace(moments_tilt[0] @ moments_tilt[1] @ moments_tilt[2])
print(f"Im Tr(m_x m_y m_z) (no unit): {triple.imag:.2f}")
print(f"det g (no unit): {det_g:.1f}")
print("Principal |g| (no unit):", "  ".join(f"{s:.3f}" for s in singular))
print(f"Least distance from gR to -g (no unit): {distance:.3f}")
wide_s = np.linalg.svd(g_matrix(moments_wide), compute_uv=False)
print(f"Control gap (eV): {wide_gap}")
print("Control principal |g| (no unit):", "  ".join(f"{s:.4f}" for s in wide_s))
print(f"Control det g (no unit): {det_wide:.4f}")
print(f"Field along z (T), temperature (K): {field}, {temperature}")
print(f"|g| along z (no unit): {g_along_z:.3f}")
print(f"Linear Zeeman splitting (meV): {split_linear * 1e3:.4f}")
print("Precession frequency (GHz):",
      f"{split_linear * const.e / const.h / 1e9:.1f}")
print(f"Eight-band splitting at this field (meV): {split_full * 1e3:.4f}")
print("Field nonlinearity of splitting (%):",
      f"{100 * (split_full / split_linear - 1):.2f}")
print(f"Cyclotron spacing (meV): {cyclotron * 1e3:.3f}")
print(f"Cyclotron mass (electron masses): {mass:.5f}")
print(f"Thermal energy kT (meV): {thermal * 1e3:.4f}")
print("Two-level thermal polarization (no unit):",
      f"{np.tanh(split_linear / (2 * thermal)):.4f}")
print("Rough remote edge, splitting, E_P (eV):",
      f"{remote_edge}, {remote_so}, {remote_ep}")
print(f"Remote-band shift of g, spin basis (no unit): {g_remote:.3f}")
print("Rough cubic (eV nm^3), strain-linear (eV nm) coefficients:",
      f"{cubic_coeff}, {linear_coeff}")
print(f"Rough shear potential (eV), strain (%): {shear_potential},",
      f"{100 * strain_size:.2f}")
print(f"Magnetic length (nm): {mag_length:.2f}")
print("Cubic and strain-linear energy scales (meV):",
      f"{cubic_energy * 1e3:.4f}, {linear_energy * 1e3:.4f}")
print(f"Their second-order energy scale (meV): {second_order * 1e3:.5f}")
print(f"Density (cm^-3), lowest-level Fermi energy (meV): {density:.0e},",
      f"{fermi * 1e3:.5f}")
print(f"Rough room-temperature gap (eV), |g| along z: {warm_gap},",
      f"{g_warm:.2f}")
print("OK")
```

It prints:

```
Gap, spin-orbit splitting, E_P (eV): 0.24, 0.8, 23.0
Valence strain tensor in meV / 1 meV, row x (no unit): 20.0  10.0  0.0
Valence strain tensor in meV / 1 meV, row y (no unit): 10.0  0.0  5.0
Valence strain tensor in meV / 1 meV, row z (no unit): 0.0  5.0  -20.0
Unstrained g (no unit): -47.143
g, spin basis, row x (no unit): -43.250  2.057  -0.000
g, spin basis, row y (no unit): 2.057  -47.363  1.028
g, spin basis, row z (no unit): 0.000  1.028  -51.477
Tilted basis angles theta, phi (deg): 70, 40
g, tilted basis, row x (no unit): -27.217  15.510  -29.891
g, tilted basis, row y (no unit): 15.868  -35.775  -26.776
g, tilted basis, row z (no unit): 36.722  31.842  -16.985
Trace g, spin and tilted basis (no unit): -142.090, -79.976
m_x tilted, elements 11 and 12 (no unit): -14.9453, -13.6083-7.7551j
m_y tilted, elements 11 and 12 (no unit): -13.3881, 7.9339+17.8874j
m_z tilted, elements 11 and 12 (no unit): -8.4925, 18.3612-15.9211j
G from traces, row x (no unit): 1874.76  -186.38  2.12
G from traces, row y (no unit): -186.38  2248.58  -101.65
G from traces, row z (no unit): 2.12  -101.65  2650.96
G from Landau levels, row x (no unit): 1874.75  -186.38  2.12
G from Landau levels, row y (no unit): -186.38  2248.57  -101.65
G from Landau levels, row z (no unit): 2.12  -101.65  2650.95
Im Tr(m_x m_y m_z) (no unit): -26296.24
det g (no unit): -105185.0
Principal |g| (no unit): 51.749  47.961  42.380
Least distance from gR to -g (no unit): 84.761
Control gap (eV): 3.0
Control principal |g| (no unit): 0.9349  0.9252  0.9186
Control det g (no unit): 0.7946
Field along z (T), temperature (K): 1.0, 4.0
|g| along z (no unit): 51.488
Linear Zeeman splitting (meV): 2.9803
Precession frequency (GHz): 720.6
Eight-band splitting at this field (meV): 2.8637
Field nonlinearity of splitting (%): -3.91
Cyclotron spacing (meV): 8.095
Cyclotron mass (electron masses): 0.01430
Thermal energy kT (meV): 0.3447
Two-level thermal polarization (no unit): 0.9996
Rough remote edge, splitting, E_P (eV): 3.1, 0.4, 7.0
Remote-band shift of g, spin basis (no unit): -0.172
Rough cubic (eV nm^3), strain-linear (eV nm) coefficients: 0.5, 1.0
Rough shear potential (eV), strain (%): 2.0, 0.76
Magnetic length (nm): 25.66
Cubic and strain-linear energy scales (meV): 0.0296, 0.2959
Their second-order energy scale (meV): 0.01309
Density (cm^-3), lowest-level Fermi energy (meV): 1e+14, 0.00450
Rough room-temperature gap (eV), |g| along z: 0.17, 81.86
OK
```
